\section*{Capture number of a circular island under uniform deposition, part 2}

A flat round island of radius $R$ lies at the centre of a circular cell of radius $L$, which stands for the polygonal cell of equal area in a regular array of islands. The covered fraction is $\theta=R^2/L^2$, with $0<\theta<1$. Adatoms land uniformly at rate $F$ per unit area and diffuse isotropically with coefficient $D$. They do not interact, desorb or form new islands. They stick at once on reaching the island edge, so their density $n(r)$ obeys $n(R)=0$. No net flux passes through the cell boundary, so $n'(L)=0$. Assumption (A4) is that the island grows so slowly that the density is at each moment the steady one for the present $R$.

The mean density $\bar n$ is taken over the whole cell, the covered part counting as zero. $J$ is the number of adatoms per unit time that reach the edge from the terrace; atoms landing on top of the island are not included. The capture number $\sigma$ is a pure number. The results needed are
\begin{align}
J&=\sigma D\bar n=\pi FL^2(1-\theta), &
\bar n&=\frac{FL^2}{4D}g,\label{eq:recap1}\\
\sigma&=\frac{4\pi(1-\theta)}{g}, &
g&=\ln\frac1\theta-\frac{(3-\theta)(1-\theta)}2 .\label{eq:recap2}
\end{align}
An equivalent form of $g$ is
\begin{equation}
g(\theta)=\int_\theta^1\frac{(1-s)^2}{s}\,ds>0 .
\label{eq:gint}
\end{equation}
The mean life of an adatom between landing and capture is
\begin{equation}
t_{\rm c}=\frac{\pi L^2}{D\sigma}.
\label{eq:life}
\end{equation}

Two other capture numbers describe the same $J$. Referred to the mean density over the free terrace, it is $\sigma_{\rm f}=(1-\theta)\sigma$. Referred to the boundary density $n(L)$, it is $\sigma_{\rm b}=4\pi(1-\theta)/[\ln(1/\theta)-(1-\theta)]$.

For comparison, a straight strip of width $w$, with sticking at one side, no net flux through the other and the same uniform deposition, has mean density $Fw^2/(3D)$.

\subsection{Small and large coverage}

\paragraph{Small islands.} Expanding the product in \eqref{eq:recap2} gives
\begin{equation}
g=\ln\frac1\theta-\frac32+2\theta-\frac{\theta^2}{2}.
\end{equation}
To leading order for $\theta\to0$,
\begin{equation}
\sigma\simeq\frac{4\pi}{\ln(1/\theta)-3/2}.
\label{eq:small}
\end{equation}
The capture number tends to zero, but only logarithmically. A small sink in two dimensions still draws atoms from the whole cell, at the price of a high density. At $\theta=0.01$, \eqref{eq:small} gives $4.05$ and the full formula $3.98$. At $\theta=1/9$ it gives $18.0$ instead of $12.2$, and at $\theta=e^{-3/2}\approx0.22$ it diverges. It is thus a formula for coverages of about a per cent or less.

\paragraph{Narrow gaps.} Put $\epsilon=1-\theta$ and $s=1-u$ in the integral form $g=\int_\theta^1(1-s)^2ds/s$:
\begin{equation}
g=\int_0^\epsilon\frac{u^2}{1-u}\,du=\frac{\epsilon^3}{3}+\frac{\epsilon^4}{4}+\cdots .
\end{equation}
To leading order $\sigma\simeq12\pi/\epsilon^2$. With the gap $w=L-R$, $\epsilon=(L-R)(L+R)/L^2\simeq2w/L$, and \eqref{eq:life} becomes
\begin{equation}
t_{\rm c}\simeq\frac{L^2\epsilon^2}{12D}\simeq\frac{w^2}{3D}.
\end{equation}
This is the life in a strip: its mean density $Fw^2/(3D)$ divided by the landing rate $F$. A narrow ring has almost no curvature on the scale of its width.

This limit belongs to the circular cell. Round islands on a triangular array touch earlier. A circle inscribed in a hexagon has area $\pi h^2$, the hexagon has area $2\sqrt3h^2$, and their ratio is $\pi/(2\sqrt3)\approx0.91$. The circular cell fails well before this coverage. For the hexagonal cell of such an array, $\sigma$ is lower than the circular-cell value by about $3$ per cent at $\theta=0.5$ and by about a third at $\theta=0.8$.

For the circular cell, the three conventions give these values:

\begin{center}
\begin{tabular}{cccc}
$\theta$ & $\sigma$ & $\sigma_{\rm f}$ & $\sigma_{\rm b}$\\
0.01 & 3.98 & 3.94 & 3.44\\
0.05 & 7.49 & 7.11 & 5.84\\
0.10 & 11.3 & 10.2 & 8.06\\
0.20 & 20.5 & 16.4 & 12.4\\
0.50 & 92.2 & 46.1 & 32.5\\
0.80 & 800 & 160 & 109
\end{tabular}
\end{center}

At one per cent coverage the first two nearly agree. At half coverage they differ by a factor of two, which is the factor $1-\theta$.

\subsection{An edge that captures slowly}

\paragraph{Proposition.} Replace the condition $n(R)=0$ by $n(R)=\ell n'(R)$, with a length $\ell\ge0$. Then
\begin{equation}
\frac1{\sigma_\ell}=\frac1\sigma+\frac{(1-\theta)\ell}{2\pi R}.
\label{eq:slip}
\end{equation}

\paragraph{Proof.} The source and the outer boundary condition are unchanged, so the slope $n'(r)$ and the current $J=2\pi RDn'(R)$ are unchanged. The density rises at every free point by the constant
\begin{equation}
n(R)=\ell n'(R)=\frac{\ell J}{2\pi RD}.
\end{equation}
The free terrace is a fraction $1-\theta$ of the cell, so $\bar n$ rises by $(1-\theta)$ times this constant. Since $1/\sigma=D\bar n/J$, \eqref{eq:slip} follows. $\square$

Hopping in one dimension relates $\ell$ to an energy. Let sites $1,2,\ldots$ lie at distances $a,2a,\ldots$ from the sink. Hops between them occur at rate $\nu$ in each direction, but the last hop into the sink has rate $p\nu$, with $p=e^{-\Delta E/kT}$ for an extra barrier $\Delta E$. If deposition on the first two sites is negligible beside the current, the occupations $N_1$ and $N_2$ satisfy
\begin{equation}
\nu(N_2-N_1)=p\nu N_1 .
\end{equation}
Thus $N_1=(N_2-N_1)/p$. Linear continuation to the sink gives
\begin{equation}
N_0=N_1-(N_2-N_1)=(N_2-N_1)\left(\frac1p-1\right).
\end{equation}
The slope is $(N_2-N_1)/a$, and $\ell$ is $N_0$ divided by the slope:
\begin{equation}
\ell=a\left(e^{\Delta E/kT}-1\right).
\label{eq:ell}
\end{equation}
On a round island this is only an estimate, even when $a\ll R$, because the prefactor depends on the lattice and on the bonds that cross the edge. For a round island on a triangular lattice, with the barrier and temperature of the example below, $\ell$ is about $0.8$ times this value if the slowed hop is the one onto an island site, and about $0.7$ times if it is the one onto a site touching the island.

\subsection{Example: islands on Ir(111)}

The (111) face of iridium has threefold symmetry, which makes isotropic diffusion a reasonable assumption. The inputs are rough values for growth of iridium on itself: hop barrier $0.30$ eV, attempt rate $10^{12}$ s$^{-1}$, hop length $a=0.27$ nm, temperature $350$ K and deposition at $0.01$ monolayer per second. The geometry is $R=3$ nm and $L=9$ nm. One kind of adsorption site is assumed.

At this temperature $kT=0.03016$ eV. The total hop rate is
\begin{equation}
\Gamma=10^{12}\,e^{-0.30/0.03016}\ \mathrm{s^{-1}}=4.79\times10^7\ \mathrm{s^{-1}} .
\end{equation}
Successive hops are independent and each adds $a^2$ to the mean square displacement, which in two dimensions equals $4Dt$. Hence
\begin{equation}
D=\frac{\Gamma a^2}{4}=8.73\times10^5\ \mathrm{nm^2/s}=8.73\times10^{-9}\ \mathrm{cm^2/s}.
\end{equation}
One site occupies $\sqrt3a^2/2=0.0631$ nm$^2$, so $F=0.01/0.0631=0.158$ atoms/(nm$^2$\,s). The coverage is $\theta=9/81=0.111$, and
\begin{align}
g&=2.197-1.284=0.913,\\
\sigma&=\frac{4\pi\times0.8889}{0.913}=12.2 .
\end{align}
The other conventions give $\sigma_{\rm f}=10.9$ and $\sigma_{\rm b}=8.5$. The mean density is
\begin{equation}
\bar n=\frac{0.158\times81}{4\times8.73\times10^5}\times0.913\ \mathrm{nm^{-2}}
=3.4\times10^{-6}\ \mathrm{nm^{-2}},
\end{equation}
or $3.4\times10^8$ cm$^{-2}$. The cell area is $254$ nm$^2$, so the mean number of adatoms in it is $8.5\times10^{-4}$. Most of the time the terrace is empty. The island captures $J=36$ atoms per second, each after a mean life of
\begin{equation}
t_{\rm c}=\frac{254}{8.73\times10^5\times12.2}\ \mathrm s=2.4\times10^{-5}\ \mathrm s .
\end{equation}

\subsection{Discrete hops}

The formula treats the surface as a continuum, while $a/R$ is here $0.09$. The steady hopping equations were therefore solved on a triangular lattice with a periodic array of islands. With $63$ sites along each side of the repeat cell, the hop length is close to that of the example. The capture number found, divided by \eqref{eq:recap2} at the coverage of the counted island sites, is $0.94$ if adatoms are captured on entering an island site. It is $1.09$ if they are captured on any site touching the island. The second rule is closer to sticking on contact. The two calculations differ by this ring of sites alone, so the width of one hop at the edge moves $\sigma$ by about $15$ per cent of the continuum value.

With $126$ and $252$ sites per side the ratios are $0.970$ and $0.983$ for the first rule, and $1.045$ and $1.020$ for the second. If the remaining error is proportional to the lattice spacing, twice the last ratio minus the one before it removes that error. This gives $0.997$ and $0.996$. The continuum formula is thus recovered to within about half a per cent for this array. At this coverage the hexagonal cell by itself lowers $\sigma$ by $0.3$ per cent; the rest may come from the ragged island edge and the extrapolation.

\subsection{When the steady state is justified}

A deviation from the steady density decays as a sum of terms $\phi(r)e^{-Dk^2t}$ with $\nabla^2\phi=-k^2\phi$. For round $\phi$ vanishing at $R$,
\begin{equation}
\phi(r)=J_0(kr)Y_0(kR)-Y_0(kr)J_0(kR),
\end{equation}
where $J_m$ and $Y_m$ are Bessel functions. Since $J_0'=-J_1$ and $Y_0'=-Y_1$, zero slope at $L$ requires
\begin{equation}
J_1(kL)Y_0(kR)=Y_1(kL)J_0(kR).
\end{equation}
The smallest positive root gives the slowest decay time, $1/(Dk^2)=2.6\times10^{-5}$ s. Depositing the island's present coverage takes $\theta/(0.01\ \mathrm{s^{-1}})=11$ s. The ratio is $2\times10^{-6}$, so (A4) holds well here.

\subsection{Other neglected processes}

\paragraph{New islands.} If two adatoms that meet form a stable pair, a mean-field estimate of the pair formation rate is $\sigma_1D\int n^2dA$, with a rough capture number $\sigma_1=3$ for a single adatom. The result is $0.0093$ per second and cell, to be read as an order of magnitude: counting the encounters of atoms hopping on the lattice, with capture and pairing on contact, gives about half of it. Each pair removes two adatoms, a share $2\times0.0093/36=5\times10^{-4}$ of the current. Yet at fixed island size the expected number of new islands is $0.09$ per cell in this estimate, or about $0.05$ from the lattice count, while $0.1$ monolayer is deposited. Nucleation hardly disturbs $\sigma$ at a given moment, but it can slowly change the array.

\paragraph{Desorption and detachment.} With a rough desorption energy of $5$ eV and the same attempt rate, the share of adatoms lost is of order $10^{-65}$, which is nil. Detachment from the edge would maintain an equilibrium density of about $e^{-E/kT}$ per site. For a rough $E=1$ eV this is $2\times10^{-8}$ of $\bar n$.

\paragraph{Edge barrier.} A trial barrier $\Delta E=0.05$ eV in \eqref{eq:ell} gives $\ell=1.15$ nm. Then
\begin{equation}
\frac1{\sigma_\ell}=\frac1{12.23}+\frac{0.8889\times1.147}{2\pi\times3}=0.136,
\end{equation}
so $\sigma_\ell=7.4$. In this estimate, an energy of less than $2kT$ lowers the capture number by $40$ per cent. The length $\ell$ was taken from a one-dimensional chain; for hops on the triangular lattice the reduction is nearer a third.

\paragraph{Atoms landing on the island.} They arrive at a rate $F\pi R^2$, which is $\theta/(1-\theta)=0.125$ of $J$. If they all step down and join the edge, the island grows faster by this fraction, while $\sigma$ stays as defined.

\paragraph{Unequal cells.} Keep $R$ fixed and enlarge the cell area by $30$ per cent. The capture rate rises by the factor $(1.3-\theta)/(1-\theta)=1.34$, with $\theta$ the original coverage. Referred to the cell's own mean density, $\sigma$ falls to $10.2$. Referred instead to a common density held fixed for the whole surface, the effective capture number rises by the factor $1.34$. In an irregular array, a single $\sigma(\theta)$ is thus an average description and not a growth law for each island.

\subsection{The model beside real epitaxy}

The inputs place the example in the regime of slow laboratory growth on Ir(111), but they are not a fit. The example also assumes a compact, round island. Islands grown at low temperature can be branched, and a single radius $R$ then describes them poorly. For iridium $350$ K is low, about an eighth of the melting temperature, so the round island is an idealisation in this very case. An error of $+0.02$ eV in the hop barrier raises $\bar n$ by a factor $1.9$ and leaves $\sigma$ unchanged, because $D$ cancels from it. Production growth of semiconductors can be roughly a hundred times faster than the rate used here. At fixed $R$, $L$ and $D$, $n$ is proportional to $F$ and pair formation to $F^2$, so new islands per deposited amount grow as $F$. The estimate of $0.05$ to $0.09$ would become several new islands per cell, and the assumed cell would not survive. Many reconstructed semiconductor surfaces also break the assumption of isotropic diffusion; the size of that effect is not computed here. Of the departures estimated for this example, the trial edge barrier and the unequal cells are the largest: they move the capture number by tens of per cent, whereas the continuum formula itself is uncertain by about ten per cent at this island size. The values for the circular cell and for the lattice without an edge barrier are in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough, regime of Ir(111) homoepitaxy)
temperature = 350 K, kT = 0.03016 eV
hop barrier = 0.30 eV, attempt rate = 1.0e+12 1/s
hop length = 0.27 nm, site area = 0.06313 nm^2
deposition = 0.010 ML/s = 0.1584 atoms/(nm^2 s)
island radius = 3.0 nm, cell radius = 9.0 nm
RESULTS
total hop rate = 4.788e+07 1/s
diffusion coefficient D = 8.727e+05 nm^2/s = 8.727e-09 cm^2/s
covered fraction theta = 0.11111
ln(1/theta) = 2.19722
(3-theta)(1-theta)/2 = 1.28395
bracket g = 0.91327
capture number, whole-cell mean = 12.231
capture number, free-area mean = 10.872
capture number, boundary density = 8.538
mean density = 3.357e-06 nm^-2 = 3.357e+08 cm^-2
boundary density n(L) = 4.809e-06 nm^-2
cell area = 254.47 nm^2, mean adatoms in cell = 8.542e-04
terrace capture rate J = 35.828 atoms/s
mean adatom life = 2.384e-05 s
TABLE: theta, sigma whole-cell, free-area, boundary
0.01  3.981  3.941  3.441
0.05  7.487  7.113  5.836
0.10  11.337  10.203  8.063
0.20  20.540  16.432  12.420
0.50  92.200  46.100  32.531
0.80  799.502  159.900  108.595
CHECKS AND NEGLECTED EFFECTS
largest relative error against numerical solution = 1.9e-11
lattice/formula, 63, 126, 252 sites per side:
  capture on island sites: 0.9416 0.9697 0.9831 limit 0.9966
  capture on contact: 1.0907 1.0448 1.0203 limit 0.9958
slowest relaxation time = 2.635e-05 s
growth time theta/F = 11.11 s, ratio = 2.4e-06
assumed dimer capture number = 3
new nuclei per cell = 9.293e-03 1/s, per 0.1 ML = 0.093
share of adatoms lost to new nuclei = 5.2e-04
share desorbed at 5 eV = 2.4e-65
detachment at 1 eV: equilibrium/mean density = 1.9e-08
edge barrier 0.05 eV: slip length = 1.147 nm, sigma = 7.361
landing on island / terrace capture = 0.1250
cell area +30%: capture rate x 1.338, sigma = 10.198
hop barrier +0.02 eV: mean density x 1.941
\end{verbatim}
